Thermal Strain of Normally Incident Longitudinal Waves at a Free Surface

**What goes wrong with the bulk strain**

An electron near a silicon surface feels the lattice through the strain of thermal sound waves. If that strain is taken from bulk travelling waves, its mean square is the same at every depth, including the surface itself. For waves at normal incidence this implies a fluctuating normal stress on a face that nothing pushes against. The error is large close to the face. In the silicon example below, at a depth of 0.5 nm, the bulk estimate of the rms strain is 2.82 × 10⁻⁴, while the waves that satisfy the boundary condition give 1.12 × 10⁻⁴.

The opposite error is to carry the surface node into every scattering calculation. The node belongs to waves at normal incidence, within a limited band of wave numbers. For these normally incident waves, an electron spread over several nanometres loses nothing from it in the classical model when all normal wave numbers are counted, although the long waves alone are weakened. Both points are shown below, after the strain near the face has been derived in two ways.

**Setting and result**

A cubic crystal fills z > 0, with a stress-free (001) face at z = 0. Displacements are periodic over a lateral cell of fixed area A. Let u(z,t) be the z-displacement averaged over this cell, and let

e(z,t) = ∂u/∂z.

The normal stress at a point is

σ_zz = c₁₁ e_zz + c₁₂ (e_xx + e_yy).

The cell average of e_xx = ∂u_x/∂x is the difference of u_x between opposite cell edges, divided by the cell length. Periodicity makes it zero, and the same holds for e_yy. The averaged stress is therefore c e, with c = c₁₁. Since the stress vanishes at every point of the face,

e(0,t) = 0.

Waves with a nonzero in-plane wave vector average to zero over the cell, so e contains normally incident longitudinal waves and nothing else. With density ρ, the averaged force balance is

ρ ∂²u/∂t² = c ∂²u/∂z²,  v = √(c/ρ).

Let only waves with 0 < q < Q be kept, where q is the wave number in the crystal. In classical equilibrium at temperature T the result is

⟨e(z)²⟩ = [kT Q/(π c A)] [1 − sin(2Qz)/(2Qz)].  (1)

**First derivation: normal modes**

Take a slab of thickness L whose far face is also stress-free, and let L grow at the end. A mode u = X(t) f(z) of frequency ω = vq obeys f″ = −q² f. The condition f′(0) = 0 selects the cosine, and f′(L) = 0 requires sin(qL) = 0:

f_n(z) = N cos(q_n z),  q_n = nπ/L,  n = 1, 2, …

The case n = 0 is a rigid translation without strain. To make X_n an oscillator coordinate of unit mass, set

ρA ∫₀ᴸ f_n² dz = ρA N² L/2 = 1,  so N² = 2/(ρAL).

The modes are orthogonal, so the kinetic energy is the sum of Ẋ_n²/2. The elastic energy of one mode is

(cA/2) X_n² ∫₀ᴸ f_n′² dz = (cA/2) X_n² N² q_n² L/2 = (c q_n²/ρ) X_n²/2 = ω_n² X_n²/2.

Each mode is thus an independent oscillator. In thermal equilibrium its mean energy is ħω(n̄ + ½), where n̄ is the Bose occupation, and half of this is potential energy:

½ ω² ⟨X²⟩ = ½ ħω (n̄ + ½).

Since n̄ + ½ = ½ coth(ħω/2kT),

⟨X²⟩ = (ħ/2ω) coth(ħω/2kT).

The strain is e = −Σ N q_n sin(q_n z) X_n. Different modes are uncorrelated, so the cross terms average to zero:

⟨e(z)²⟩ = (2/(ρAL)) Σ q_n² sin²(q_n z) ⟨X_n²⟩.  (2)

Every term vanishes at z = 0, zero-point motion included. The travelling-wave picture shows why. An incident wave a cos(qz + ωt) and its reflection a cos(qz − ωt) have surface strains −aq sin(ωt) and +aq sin(ωt). The displacements add and the strains cancel.

For ħω much smaller than kT, coth(x) tends to 1/x, and ⟨X²⟩ tends to kT/ω². Then q²⟨X²⟩ = kT/v² = ρkT/c, and equation (2) becomes

⟨e²⟩ = (2kT/(cAL)) Σ sin²(q_n z).

The mode spacing is π/L, so for large L the sum becomes (L/π)∫dq:

⟨e²⟩ = (2kT/(πcA)) ∫₀^Q sin²(qz) dq
= (kT/(πcA)) ∫₀^Q [1 − cos(2qz)] dq
= (kT/(πcA)) [Q − sin(2Qz)/(2z)].

Taking out the factor Q gives equation (1).

**Second derivation: local equilibrium and an odd extension**

This route starts from the Boltzmann distribution of the strain, with no mode energies. Divide the solid into layers of thickness h with strains e_j. The elastic energy is

U = Σ_j (cAh/2) e_j².

With free faces, the layer strains can be chosen independently; together with one rigid displacement they fix all positions. The change from positions to these variables is linear, so its Jacobian is constant. The Boltzmann weight exp(−U/kT) is then a product of independent Gaussians:

⟨e_j e_k⟩ = δ_jk kT/(cAh).

As h tends to zero, δ_jk/h becomes a delta function inside the solid:

⟨e(z)e(z′)⟩ = (kT/(cA)) δ(z − z′).  (3)

This contains all wave numbers and shows no suppression near the surface. The node appears when the band is restricted, and the restriction must respect the motion of the waves. Differentiating the force balance shows that e obeys the same wave equation as u, with e(0,t) = 0. Define the odd extension E(z) = e(z) for z > 0 and E(z) = −e(−z) for z < 0. It obeys the wave equation on the whole line. Each of its Fourier components oscillates at ω = v|q|, so keeping frequencies below vQ is the same as keeping |q| < Q. The filter is a convolution with

K(s) = ∫₋Q^Q (dq/2π) exp(iqs) = sin(Qs)/(πs).

Folding the negative half-line back, with the sign of E, gives

e_Q(z) = ∫₀^∞ G(z,s) e(s) ds,  G(z,s) = K(z − s) − K(z + s).

Because K is even, G(0,s) = 0, and the filtered strain vanishes at the surface. Equation (3) now gives

⟨e_Q(z)e_Q(z′)⟩ = (kT/(cA)) ∫₀^∞ G(z,s) G(z′,s) ds.

G is odd in s, so the product is even, and the integral is half of that over the whole line. Filtering twice with K is the same as filtering once, because its Fourier transform is 1 inside the band and 0 outside:

∫ K(z − s) K(s − y) ds = K(z − y).

The four products therefore give

½ [K(z − z′) − K(z + z′) − K(z + z′) + K(z − z′)] = K(z − z′) − K(z + z′),

and hence

⟨e_Q(z)e_Q(z′)⟩ = (kT/(cA)) [K(z − z′) − K(z + z′)].  (4)

The second term is the contribution of an image with opposite strain. At z′ = z, K(0) = Q/π and K(2z) = sin(2Qz)/(2πz), which reproduces equation (1).

**What each derivation assumes**

Both assume linear elasticity, a uniform crystal, a flat stress-free face and thermal equilibrium. The first needs the normal modes and treats them quantum mechanically up to equation (2); equipartition enters afterwards. It therefore shows that the node survives at low temperature, although the profile in equation (1) does not.

The second assumes classical statistics from the start. Quantum fluctuations depend on frequency, so the strains of neighbouring layers are then no longer independent. In return, equation (3) needs no modes and no uniformity: if the stiffness varies with depth, the same Gaussian argument holds with the local c. Uniformity enters through the odd extension.

**Limits, and where the node goes as the band widens**

Near the surface, sin(x)/x ≈ 1 − x²/6 with x = 2Qz, so

⟨e²⟩/⟨e²⟩_bulk ≈ (2/3) Q²z².

Far inside, the ratio tends to 1 with oscillations no larger than 1/(2Qz). It exceeds 1 wherever sin(2Qz) is negative, because there the strain maxima of the standing waves outweigh their nodes.

The suppressed layer has a thickness of order 1/Q. As Q grows it shrinks towards the surface, which reconciles the node with equation (3). A discrete chain makes this concrete. Let its spacing be h and its end mass half of an interior mass. The end mass, per unit area, obeys

(ρh/2) ü₀ = c e₁, or equivalently ρh ü₀ = c [e₁ − (−e₁)].

It moves like a full mass with a mirror bond of strain −e₁ outside, so the node lies at the end mass. The first real bond is centred at h/2. With the full band, Q = π/h, and at every bond centre z = (j + ½)h the term sin(2Qz) is zero. Equation (1) then gives the bulk value at each bond, as the independent Gaussians require. In a free chain of 40 springs, the pseudoinverse of the stiffness matrix, which leaves out the rigid translation, gives 1.000000 for both the first and the middle bond, in units of kT divided by the spring constant.

A band-limited test used a chain 300 nm long with 0.1 nm spacing, diagonalized with free ends and Q = 1 nm⁻¹. At a depth of 0.55 nm its variance relative to bulk is 0.1899, against 0.1898 from equation (1). Between depths of 1.05 and 2.55 nm, its covariance in units of kT/(cA) is 0.2508 nm⁻¹, equal to equation (4) at this precision.

**Silicon at room temperature**

Take rough silicon values c₁₁ = 166 GPa and ρ = 2330 kg/m³, which give v = 8441 m/s. Let T = 300 K, A = 100 nm² and Q = 1 nm⁻¹. Then kT/(cA) = 2.495 × 10⁻⁷ nm, and deep inside

⟨e²⟩ = 2.495 × 10⁻⁷ × 1/π = 7.94 × 10⁻⁸,

an rms strain of 2.82 × 10⁻⁴. The variance relative to this bulk value is 0.159 at 0.5 nm, 0.545 at 1 nm and 1.189 at 2 nm. Half the bulk variance is reached at 0.95 nm. By equation (1) this depth depends only on the chosen Q; it is not a property of silicon.

An electron averages the strain over its own density. Take

p(z) = b³z² exp(−bz)/2,  b = 1 nm⁻¹,

with mean depth 3/b = 3 nm. With all wave numbers included, equation (3) gives for ē = ∫ p e dz

⟨ē²⟩ = (kT/(cA)) ∫₀^∞ p² dz.

The integral is (b⁶/4) ∫₀^∞ z⁴ exp(−2bz) dz = (b⁶/4) × 24/(2b)⁵ = 3b/16. Thus

⟨ē²⟩ = 2.495 × 10⁻⁷ × 0.1875 = 4.68 × 10⁻⁸,

and the rms value is 2.16 × 10⁻⁴. The same density in an infinite crystal gives the same answer, since equation (3) holds there too. In this classical model the free surface does not change the envelope average of the cell-averaged strain. The equality rests on equation (3) and so holds only at zero in-plane wave vector.

What changes is the share of each wave number. The transform of p is

∫ p exp(iqz) dz = b³/(b − iq)³,

whose phase is 3α with α = arctan(q/b). The surface modes pick out its imaginary part, while bulk waves use its full squared modulus. With normalization, the surface multiplies the bulk contribution at q by 2 sin²(3α). This factor is 0.174 at 0.1 nm⁻¹, 1.936 at 0.5 nm⁻¹ and 1.000 at 1 nm⁻¹. Long waves lose, and waves near 0.5 nm⁻¹ gain. Wave numbers below Q supply 97% of the total variance.

With a rough deformation potential of 10 eV multiplying e, the rms band-edge shift is 10 eV × 2.16 × 10⁻⁴, about 2.2 meV. It varies as 1/√A, so it belongs to the stated cell.

**Corrections within the crystal**

The quantum factor relative to equipartition is x coth(x) ≈ 1 + x²/3, with x = ħω/2kT. At Q the phonon energy is 5.56 meV and kT is 25.85 meV, so x = 0.108 and the variance of that mode rises by 0.4%. The envelope-averaged variance rises by 0.13%. A chain of atomic planes 0.136 nm apart, coupled to nearest neighbours, lowers the frequency at Q by about 0.08%. These quantum and dispersion corrections are small beside the change that the free surface makes in the band-limited strain within about a nanometre of the face.

The position of the face matters more. If the outermost plane has the full mass of an interior one, it moves like an interior plane whose outer bond has zero strain. The node then lies at the centre of this missing bond, 0.068 nm outside the outermost plane, and z in equation (1) is counted from there. At 0.5 nm below that plane, the variance relative to bulk becomes about 0.20 instead of 0.16. At depths below one plane spacing, equation (1) is only a guide.

**An oxide on the surface**

Let the acoustic impedance be Z = ρv, with index 1 for silicon and 2 for oxide. For a thick oxide, a wave arriving from the silicon has displacement exp(−iqz) + R exp(iqz) in silicon and (1 + R) exp(−iq₂z) in the oxide, which makes the displacement continuous. Continuity of stress requires

Z₁(1 − R) = Z₂(1 + R),  R = (Z₁ − Z₂)/(Z₁ + Z₂).

Differentiation reverses the relative sign, so the strain reflects with r = −R. Waves from the oxide arrive independently. In equilibrium they restore the outgoing intensity in silicon to its bulk value, contributing 1 − r². The mean square relative to bulk is

½ [|exp(−iqz) + r exp(iqz)|² + 1 − r²] = 1 + r cos(2qz).

A free surface has Z₂ = 0 and r = −1. With rough impedances of 19.67 and 12.98 MPa s/m, r = −0.205, and the interface variance is 0.795 of bulk. A chain with 150 nm of oxide gives the same value for a smooth band.

For an oxide film of thickness d with a free outer face, write u = C cos(qz + φ) in silicon and u = B cos[q₂(z + d)] in oxide. Continuity of displacement and stress gives

C cos φ = B cos(q₂d),  Z₁ C sin φ = Z₂ B sin(q₂d),

so tan φ = (Z₂/Z₁) tan(ωd/v₂). The interface variance of one wave relative to bulk is 2 sin²φ. For d = 1 nm, its average over 0 < q < Q is 0.68. The film is thin compared with the longest waves, but not with those near Q. The average therefore depends strongly on the chosen band: as q tends to zero, φ and the interface variance of the wave tend to zero, as at a bare surface.

**Oblique waves and the meaning for mobility**

For an oblique wave, zero normal stress requires

e_zz = −(c₁₂/c₁₁)(e_xx + e_yy),

which is generally nonzero. For a quasi-longitudinal wave in the (010) plane of silicon, with rough c₁₂ = 64 GPa and c₄₄ = 80 GPa, the surface amplitude of e_zz relative to the incident strain amplitude is 0.04 at 10° and 0.25 at 30°. Incident quasi-transverse waves also produce e_zz at the surface; they are not included in these values.

Such waves matter for transport because a normally incident wave carries no in-plane momentum. An electron with a rough in-plane mass of 0.19 free-electron masses and kinetic energy kT has wave number 0.36 nm⁻¹. A phonon with that in-plane wave number and normal wave number Q has its wave vector at 20° to the normal, where the ratio is 0.13. Equation (1) alone therefore gives no phonon-limited mobility.

**Comparison with a real channel**

The temperature and elastic constants are those of ordinary silicon to rough accuracy, and a mean depth of a few nanometres suits the lowest subband of a weakly confined inversion layer. At room temperature most electrons in so weak a well occupy higher subbands, which reach deeper, so the envelope used here describes only the lowest subband and not the whole channel. The bare surface is the assumption that a gated transistor breaks. A thick oxide moves the interface variance from zero to about 0.8 of bulk. The 1 nm film with a free outer face moves it to about 0.7 for Q = 1 nm⁻¹, and to much less if only longer waves are kept. These film values do not apply to a gated transistor, where the gate lies on the oxide and carries waves too. In the limit of long waves, a gate that is thicker still than the wavelength acts as if it touched the silicon, and the interface variance tends to 1 + r with the gate's impedance as Z₂. An oxide leaves the classical envelope-averaged shift of 2.2 meV unchanged if the electron density is held fixed and lies wholly in silicon, because equation (3) depends on the local stiffness. Stronger confinement does change it: at fixed A, halving the mean depth doubles b and raises the rms shift by √2. A real electron also samples a patch of a large wafer, not a periodic cell, so oblique waves enter its average as well. For them the strain components all derive from one displacement field and cannot be chosen independently, so equation (3) does not apply. The equality with bulk is then lost: at in-plane wave numbers near that of a thermal electron, a bare surface raises the envelope-averaged variance by tens of per cent, and a thick oxide raises it by less. The numerical output lists the values used here.

Values computed for the example and the checks

```
temperature: 300 K; thermal energy: 25.85 meV
silicon c11, c12, c44 (rough): 166, 64, 80 GPa
silicon density (rough): 2330 kg/m^3
silicon longitudinal speed: 8441 m/s
oxide density, speed (rough): 2200 kg/m^3, 5900 m/s
lateral cell area: 100 nm^2; band limit Q: 1.00 1/nm
kT/(c11 A): 2.495e-07 nm
phonon energy at Q: 5.56 meV
bulk band-limited strain variance: 7.942e-08
bulk band-limited rms strain: 2.818e-04
depth 0.0 nm: variance/bulk 0.0000, rms strain 0.000e+00
depth 0.1 nm: variance/bulk 0.0067, rms strain 2.299e-05
depth 0.5 nm: variance/bulk 0.1585, rms strain 1.122e-04
depth 1.0 nm: variance/bulk 0.5454, rms strain 2.081e-04
depth 2.0 nm: variance/bulk 1.1892, rms strain 3.073e-04
depth 5.0 nm: variance/bulk 1.0544, rms strain 2.894e-04
depth of half the bulk variance: 0.948 nm
chain at 0.05 nm: 0.00167; formula: 0.00167
chain at 0.55 nm: 0.18985; formula: 0.18981
chain at 1.05 nm: 0.58905; formula: 0.58895
chain at 3.05 nm: 1.02987; formula: 1.02986
covariance/(kT/cA) at 1.05, 2.55 nm: chain 0.25083, formula 0.25080 1/nm
full chain, first and middle bond variance/(kT/spring): 1.000000, 1.000000
envelope b: 1.00 1/nm; mean electron depth: 3.0 nm
envelope integral, free surface / bulk / formula: 0.18750 / 0.18750 / 0.18750 1/nm
surface weight at q = 0.1, 0.5, 1.0 1/nm: 0.174, 1.936, 1.000
share of envelope variance from q < Q: 0.967
envelope-averaged rms strain: 2.163e-04
deformation potential (rough): 10.0 eV
rms band-edge shift, envelope average: 2.16 meV
Neglected effects:
quantum increase of mode variance at Q: 0.385 %
quantum increase of envelope variance: 0.128 %
atomic plane spacing (rough): 0.136 nm
frequency lowering at Q, plane-chain estimate: 0.077 %
impedance silicon, oxide: 19.67, 12.98 MPa s/m
thick oxide, interface variance/bulk: formula 0.7952, chain 0.7952
oxide film 1.0 nm, interface variance/bulk in band: 0.680
same film, Gaussian band of width 0.3 1/nm: formula 0.0933, chain 0.0933
in-plane electron mass (rough): 0.19 m_e
thermal electron wave number: 0.359 1/nm
wave angle for that in-plane and normal wave number Q: 19.8 deg
incidence 0.0 deg: surface e_zz / incident strain amplitude 0.0000
incidence 10.0 deg: surface e_zz / incident strain amplitude 0.0402
incidence 19.8 deg: surface e_zz / incident strain amplitude 0.1318
incidence 30.0 deg: surface e_zz / incident strain amplitude 0.2487
```
